# Coincidence-to-accidental ratio and optimum pump of a pulsed photon-pair source

## Problem

An optical waveguide is pumped by short, identical laser pulses. By four-wave mixing, two pump photons are turned into one signal and one idler photon. The two are separated and sent to two detectors, each of which reports a click or no click in a gate around every pulse.

The mean number of pairs per pulse is \(\mu\). A signal photon made in the waveguide is detected with probability \(\eta_s\), an idler photon with probability \(\eta_i\); these efficiencies include all losses. With no light at all, the detectors click with probabilities \(d_s\) and \(d_i\) per gate.

Let \(C\) be the probability that both detectors click in the same pulse, and \(A\) the probability that the signal detector clicks in one pulse and the idler detector in the next. The coincidence-to-accidental ratio is defined here as

\[
\mathrm{CAR}=\frac{C-A}{A}.
\]

The raw ratio \(C/A\) is larger by 1 and has its maximum at the same pump level.

Assume the following.

- Pulses are independent, and the detectors have no dead time or afterpulsing.
- Photons are lost independently of one another, and dark counts are independent of the light and of the pump.
- Signal and idler each occupy a single mode (one Schmidt mode per arm).
- The pump is undepleted and keeps its pulse shape. Nonlinear loss, nonlinear phase shifts, Raman light and leaked pump light are left out.

In atomic units (\(\hbar=1\)) the pair Hamiltonian is \(H(t)=i g(t)(a^\dagger b^\dagger-ab)\), where \(a\) and \(b\) annihilate a signal and an idler photon and \(g(t)\) is proportional to the instantaneous pump power.

1. Find the distribution of the pair number and relate \(\mu\) to the pulse energy \(E\).
2. Find the CAR as a function of \(\mu\), the efficiencies and the dark-count probabilities.
3. Find the value of \(\mu\) that maximizes it, first at low gain and then without that approximation.
4. Evaluate the optimum for the round model parameters \(\eta_s=0.10\), \(\eta_i=0.08\), \(d_s=1\times10^{-6}\), \(d_i=2\times10^{-6}\). The pulse energy enters through \(\int g\,dt=E/E_1\) with \(E_1=5\times10^{7}\) eV, and the pump wavelength is 15500 angstrom.

## Hints

**Hint 1.** The Hamiltonian creates and removes photons in pairs, so the state stays a sum of terms \(|n,n\rangle\). Write a differential equation for the coefficients and try a geometric sequence.

**Hint 2.** "No click" is easier than "click": every photon must be lost and no dark count may occur. All the averages needed are then values of one function, \(G(x)=\sum_n p_n x^n\).

**Hint 3.** Write \(C\) and \(A\) in terms of no-click probabilities before subtracting. Most terms cancel.

**Hint 4.** Efficiencies and dark counts combine into \(a=d_s/\eta_s\) and \(b=d_i/\eta_i\). At low gain, look at \(1/\mathrm{CAR}\) rather than at the CAR.

**Hint 5.** For the full optimum, differentiate the logarithm and count the sign changes of the resulting polynomial.

## Solution

### 1. Pair statistics and pump energy

The Hamiltonian at different times is the same operator times a number, so it commutes with itself and the evolution operator is a simple exponential:

\[
e^{-i\int H\,dt}=e^{r(a^\dagger b^\dagger-ab)},\qquad r=\int g\,dt=\frac{E}{E_1}.
\]

The proportionality to \(E\) holds because \(g\) follows the pump power and the pulse shape is fixed. Starting from vacuum, write the state as \(\sum_n c_n(r)|n,n\rangle\). Since

\[
a^\dagger b^\dagger|n-1,n-1\rangle=n|n,n\rangle,\qquad ab\,|n+1,n+1\rangle=(n+1)|n,n\rangle,
\]

the coefficients obey

\[
\frac{dc_n}{dr}=n\,c_{n-1}-(n+1)\,c_{n+1}.
\]

Try \(c_n=t^n/\cosh r\) with \(t=\tanh r\). Because \(dt/dr=1-t^2\), the left side is

\[
c_n\left[\frac{n(1-t^2)}{t}-t\right]=c_n\left[\frac nt-(n+1)t\right],
\]

which is the right side, as \(c_{n-1}=c_n/t\) and \(c_{n+1}=t\,c_n\). At \(r=0\) the trial form gives the vacuum, so it is the solution. With \(1/\cosh^2 r=1-t^2\),

\[
p_n=(1-t^2)t^{2n},\qquad \mu=\sum_n n\,p_n=\frac{t^2}{1-t^2}=\sinh^2 r .
\]

Solving for \(t^2=\mu/(1+\mu)\) gives the thermal distribution and the pump law

\[
p_n=\frac{\mu^n}{(1+\mu)^{n+1}},\qquad \mu=\sinh^2\frac{E}{E_1}.
\]

For \(E\ll E_1\) the pair number grows as \(E^2\), as expected when two pump photons make a pair. The departure from \(E^2\) assumes perfect phase matching. In a real waveguide the nonlinear phase shift left out here is itself of order \(r\); uncompensated, at zero linear mismatch, it turns the law into \(\mu=r^2\) (0.250 instead of 0.272 at \(r=0.5\)). The results below that are written in terms of \(\mu\) do not depend on this law.

The generating function is a geometric series:

\[
G(x)=\frac1{1+\mu}\sum_n\left(\frac{\mu x}{1+\mu}\right)^n=\frac{1}{1+\mu(1-x)},\qquad 0\le x\le1 .
\]

### 2. The CAR

If \(n\) pairs are present, the signal detector stays silent with probability \((1-d_s)(1-\eta_s)^n\). The detectors respond to photon number alone, so phases between different \(|n,n\rangle\) play no part and we may average over \(p_n\). Let \(N_s\) and \(N_i\) be the probabilities that the signal or the idler detector is silent, and \(N_{si}\) that both are silent in the same pulse:

\[
N_s=(1-d_s)\,G(1-\eta_s),\qquad N_i=(1-d_i)\,G(1-\eta_i),
\]
\[
N_{si}=(1-d_s)(1-d_i)\,G\big((1-\eta_s)(1-\eta_i)\big).
\]

Inclusion and exclusion gives the coincidence probability, and independence of neighbouring pulses gives the accidental one:

\[
C=1-N_s-N_i+N_{si},\qquad A=(1-N_s)(1-N_i)=1-N_s-N_i+N_sN_i .
\]

Therefore \(C-A=N_{si}-N_sN_i\). Define

\[
q=1-(1-\eta_s)(1-\eta_i)=\eta_s+\eta_i-\eta_s\eta_i ,
\]

the probability that at least one photon of a given pair is detected. Inserting \(G\),

\[
C-A=(1-d_s)(1-d_i)\left[\frac1{1+q\mu}-\frac1{(1+\eta_s\mu)(1+\eta_i\mu)}\right].
\]

Over a common denominator, the numerator of the bracket is

\[
(1+\eta_s\mu)(1+\eta_i\mu)-(1+q\mu)=\eta_s\eta_i\mu^2+(\eta_s+\eta_i-q)\mu=\eta_s\eta_i\,\mu(1+\mu).
\]

The single-detector click probability is

\[
1-N_s=1-\frac{1-d_s}{1+\eta_s\mu}=\frac{\eta_s\mu+d_s}{1+\eta_s\mu}=\frac{\eta_s(\mu+a)}{1+\eta_s\mu},\qquad a=\frac{d_s}{\eta_s},
\]

and likewise for the idler with \(b=d_i/\eta_i\). In the quotient \((C-A)/A\) the factors \(\eta_s\eta_i\) and \((1+\eta_s\mu)(1+\eta_i\mu)\) cancel:

\[
\boxed{\;\mathrm{CAR}=\frac{(1-d_s)(1-d_i)\,\mu(1+\mu)}{(1+q\mu)(\mu+a)(\mu+b)}\;}
\]

The quantity \(a\) is the mean pair number at which photons and dark counts contribute equally to \(\eta_s\mu+d_s\). Without dark counts, \(\mathrm{CAR}=(1+\mu)/[\mu(1+q\mu)]\), which for small \(\mu\) is \(1/\mu+1-q\). The leading term does not contain the efficiencies: loss removes coincidences and accidentals by the same factor \(\eta_s\eta_i\). Loss harms the CAR at low gain through the dark counts, because it raises \(a\) and \(b\).

This result was tested against direct sums over photon numbers with binomial loss. A simulation of 3 million pulses, with accidentals taken from neighbouring pulses, was also run at \(\mu=0.2\), efficiencies 0.40 and 0.30, and dark-count probabilities 0.02 and 0.03. It gave \(2.730\pm0.027\), the uncertainty being estimated from counting noise as if the coincidence and accidental counts were independent (allowing for their correlation, it is about 0.024); the formula gives 2.726.

### 3. The optimum

**Low gain.** For \(\mu\ll1\) and \(a,b\ll1\) (which implies \(d_s,d_i\ll1\); small dark-count probabilities alone are not enough to fix the position of the optimum if an efficiency is comparably small), the factors \(1+\mu\), \(1+q\mu\), \(1-d_s\) and \(1-d_i\) may be replaced by 1. Then

\[
\frac1{\mathrm{CAR}}\approx\frac{(\mu+a)(\mu+b)}{\mu}=\mu+\frac{ab}{\mu}+a+b .
\]

The arithmetic mean of \(\mu\) and \(ab/\mu\) is at least their geometric mean \(\sqrt{ab}\), with equality when the two are equal. So

\[
\mu_0=\sqrt{ab}=\sqrt{\frac{d_sd_i}{\eta_s\eta_i}},\qquad
\mathrm{CAR}_0=\frac1{a+b+2\sqrt{ab}}=\frac{1}{(\sqrt a+\sqrt b)^2}.
\]

The three kinds of accidental explain this. In units of \(\eta_s\eta_i\), photon–photon accidentals contribute \(\mu^2\), photon–dark ones \((a+b)\mu\), and dark–dark ones \(ab\), while the wanted coincidences contribute \(\mu\). The photon–dark part keeps a fixed proportion to the wanted signal, so it limits the CAR without choosing a pump level. The optimum is where photon–photon and dark–dark accidentals are equal.

The low-gain expression is unchanged under \(\mu\to ab/\mu\), so on a logarithmic scale the curve is symmetric about \(\mu_0\). If one detector has no dark counts, say \(a=0\), it becomes \(1/(\mu+b)\), which rises steadily towards \(1/b\) as the pump is lowered. For small \(b\), an interior optimum therefore needs dark counts in both arms. In the full formula with \(a=0\), an interior maximum appears only for \(b>1/(1-q)\), where the CAR is below 1.

**Without the low-gain approximation.** Take \(a,b>0\) and set the derivative of \(\ln\mathrm{CAR}\) to zero:

\[
\frac1\mu+\frac1{1+\mu}-\frac q{1+q\mu}-\frac1{\mu+a}-\frac1{\mu+b}=0 .
\]

Group the terms in two sets:

\[
\frac1{1+\mu}-\frac q{1+q\mu}=\frac{1-q}{(1+\mu)(1+q\mu)},
\]
\[
\frac1\mu-\frac1{\mu+a}-\frac1{\mu+b}=\frac{ab-\mu^2}{\mu(\mu+a)(\mu+b)} .
\]

In the second line the numerator is \((\mu+a)(\mu+b)-\mu(\mu+b)-\mu(\mu+a)\). Clearing denominators,

\[
(\mu^2-ab)(1+\mu)(1+q\mu)=(1-q)\,\mu(\mu+a)(\mu+b).
\]

For \(q<1\) the right side is positive, so the optimum lies above \(\sqrt{ab}\). The left side expands to

\[
q\mu^4+(1+q)\mu^3+(1-qab)\mu^2-(1+q)ab\,\mu-ab,
\]

and the right side to \((1-q)[\mu^3+(a+b)\mu^2+ab\,\mu]\). Their difference is

\[
q\mu^4+2q\mu^3+\big[1-qab-(1-q)(a+b)\big]\mu^2-2ab\,\mu-ab=0 .
\]

The first two coefficients are positive and the last two negative. Whatever the sign of the middle one, the sequence changes sign once, so by Descartes' rule there is one positive root. The CAR is positive and vanishes both for \(\mu\to0\) and for \(\mu\to\infty\); the root is therefore its global maximum.

For a first correction, return to the equation \((\mu^2-ab)(1+\mu)(1+q\mu)=(1-q)\,\mu(\mu+a)(\mu+b)\), divide it by \((1+\mu)(1+q\mu)\), put \(\mu=\mu_0\) in the small term and replace those two factors there by 1:

\[
\mu^2\approx\mu_0^2+(1-q)\,\mu_0(\mu_0+a)(\mu_0+b).
\]

Since \(ab=\mu_0^2\), we have \((\mu_0+a)(\mu_0+b)=\mu_0(2\mu_0+a+b)=\mu_0/\mathrm{CAR}_0\). Taking the square root to first order,

\[
\mu_{\rm opt}\approx\mu_0\left[1+\frac{1-q}{2\,\mathrm{CAR}_0}\right].
\]

The low-gain optimum is thus good when the attainable CAR is large.

### 4. Numbers

The reduced parameters are

\[
a=\frac{10^{-6}}{0.10}=1.0\times10^{-5},\qquad b=\frac{2\times10^{-6}}{0.08}=2.5\times10^{-5},
\]

and \(q=0.10+0.08-0.008=0.172\). At low gain,

\[
\mu_0=\sqrt{2.5\times10^{-10}}=1.581\times10^{-5},
\]
\[
\mathrm{CAR}_0=\frac1{3.5\times10^{-5}+2(1.581\times10^{-5})}\approx1.50\times10^{4}.
\]

The quartic gives an optimum higher by a relative \(3\times10^{-5}\), in line with \((1-q)/(2\,\mathrm{CAR}_0)\); the difference is of no practical weight here. The pulse energy is

\[
E=E_1\,\mathrm{arsinh}\sqrt{\mu_{\rm opt}}=(5\times10^7)(3.976\times10^{-3})\ \text{eV}=1.99\times10^5\ \text{eV},
\]

or 0.0319 pJ. A pump photon at 15500 angstrom carries 0.7999 eV, so the pulse holds about \(2.49\times10^5\) photons. Pair creation uses on average \(2\mu=3.2\times10^{-5}\) of them per pulse, which justifies neglecting depletion by this process.

**Tolerance.** Halving or doubling the pulse energy changes \(\mu\) by a factor of 4. The low-gain formula then gives in both cases

\[
\mathrm{CAR}=\frac1{a+b+(4+\tfrac14)\mu_0}=\frac1{1.022\times10^{-4}}\approx9785,
\]

about 35% below the maximum. The full formula gives 9785.0 and 9785.1.

**Price.** The net coincidence probability \(C-A\) at the optimum is close to \(\mu\eta_s\eta_i=1.265\times10^{-7}\), one in about 7.9 million pulses. Accidentals are rarer by the factor 15010, about one in \(1.2\times10^{11}\) pulses. Counting coincidences between one pulse and the next with small relative error therefore takes far more than \(10^{11}\) pulses at this pump level. For independent pulses, \(A\) can instead be found in far fewer pulses as the product of the two single-detector click probabilities.

**Where low gain fails.** Raise both dark-count probabilities a thousandfold, to \(10^{-3}\) and \(2\times10^{-3}\). Then \(a=0.010\), \(b=0.025\), \(\mu_0=0.01581\) and \(\mathrm{CAR}_0=15.0\). The true maximum of the model is at \(\mu=0.01626\), higher by 2.8%, with a CAR of 15.16. The first correction gives 0.01625. Its relative error is of second order in the dark counts: when they were lowered from one tenth to one hundredth of these values, the error fell by a factor of 99.9.

**Pump-induced noise.** If the pump itself produces uncorrelated clicks, \(d_s\) and \(d_i\) depend on \(\mu\). Provided these clicks are independent of the pairs and of each other, the boxed formula still holds at each pump level with the values of \(d_s\) and \(d_i\) found there. The optimum condition does not, because the derivative acquires terms from \(da/d\mu\), \(db/d\mu\) and the factors \(1-d\). The effect can be large: as an illustration, noise of \(0.01\,r\) photons per pulse in each arm before the losses, linear in the pump energy, lowers the maximum CAR for the parameters above from 15010 to about 2990 and moves it to \(\mu=1.68\times10^{-5}\). The value 15010 is thus the limit set by dark counts alone. Noise photons emitted into the same single mode as the pairs are not strictly independent of them; the error is small at low occupation (249.9 against 250.0 for efficiencies 0.40 and 0.30, no dark counts, and \(10^{-3}\) pairs and \(10^{-3}\) noise photons per arm) but not when both numbers are 0.2 (1.18 against 1.25).

## Variation 1: the strongest pump for a required CAR

*An application needs a CAR of at least \(R=100\). How hard may the source be pumped, and what is gained?*

The CAR falls steadily above its single maximum, so the answer is the larger solution of \(\mathrm{CAR}(\mu)=R\). At low gain, \(1/R=\mu+ab/\mu+a+b\), or

\[
\mu^2-\left(\frac1R-a-b\right)\mu+ab=0 .
\]

Positive real solutions exist if \(1/R-a-b\ge2\sqrt{ab}\), that is, if \(R\le\mathrm{CAR}_0\). With \(h=\tfrac12(0.01-3.5\times10^{-5})=4.9825\times10^{-3}\),

\[
\mu=h+\sqrt{h^2-ab}=9.965\times10^{-3},
\]

which is near \(1/R\) because the dark counts hardly matter at this pump level.

The full formula allows \(\mu=1.0048\times10^{-2}\), 0.8% more. The reason is the factor \((1+\mu)/(1+q\mu)\approx1+(1-q)\mu\), which raises the CAR by 0.8% at this \(\mu\); since \(\mathrm{CAR}\approx1/\mu\) here, \(\mu\) may rise by the same fraction.

The pulse energy is \(5.00\times10^6\) eV, about 25 times that of the optimum. The net coincidence probability becomes \(8.09\times10^{-5}\) per pulse, a gain of 640, while the CAR has dropped by a factor of 150. The pump level of greatest CAR is thus a poor choice when the count rate matters and a moderate CAR is enough.

## Variation 2: many weak modes

*Signal and idler now share many pairs of modes, each weakly excited. How do the CAR and its optimum change?*

For \(K\) equally excited, independent mode pairs, each has mean \(\mu/K\), and the generating functions multiply:

\[
G(x)=\left[1+\frac{\mu(1-x)}K\right]^{-K}\longrightarrow e^{-\mu(1-x)}\qquad(K\to\infty).
\]

This is Poisson statistics. The relation \(C-A=N_{si}-N_sN_i\) still holds, and \(q=\eta_s+\eta_i-\eta_s\eta_i\) gives

\[
C-A=(1-d_s)(1-d_i)\,e^{-(\eta_s+\eta_i)\mu}\left(e^{\eta_s\eta_i\mu}-1\right).
\]

Dividing by \(A=[1-(1-d_s)e^{-\eta_s\mu}][1-(1-d_i)e^{-\eta_i\mu}]\), and moving one exponential and one factor \(1-d\) into each bracket,

\[
\mathrm{CAR}=\frac{e^{\eta_s\eta_i\mu}-1}{\left[\dfrac{e^{\eta_s\mu}}{1-d_s}-1\right]\left[\dfrac{e^{\eta_i\mu}}{1-d_i}-1\right]} .
\]

To lowest order in \(\mu\) and the dark counts this is again \(\mu/[(\mu+a)(\mu+b)]\). For the parameters of part 4 the optimum stays at \(1.581\times10^{-5}\) pairs per pulse, with a maximum CAR of 15010.

The statistics show up at stronger pumping. At \(\mu=0.1\) the CAR is 10.81 for thermal and 9.91 for Poisson statistics. The origin is clearest for small efficiencies and no dark counts, where \(C\approx\eta_s\eta_i\langle n^2\rangle\) and \(A\approx\eta_s\eta_i\mu^2\), so that

\[
\mathrm{CAR}\approx\frac{\langle n^2\rangle-\mu^2}{\mu^2}.
\]

The numerator is the variance of the pair number: \(\mu+\mu^2\) for thermal and \(\mu\) for Poisson statistics. This gives \(1/\mu+1\) and \(1/\mu\). The extra 1 comes from photons of different pairs, which in a single mode tend to appear in the same pulse. Subtracting \(A\) does not remove these coincidences, so a slightly higher CAR in the single-mode case does not mean a cleaner supply of single pairs.

The values used here, with a table of the CAR over six decades of \(\mu\), are in the numerical output below.

## Calculated quantities

```
efficiencies signal, idler: 0.10, 0.08
dark counts per gate signal, idler: 1.0e-06, 2.0e-06
a = 1.000e-05, b = 2.500e-05, q = 0.1720
low-gain optimum mu: 1.581139e-05 pairs/pulse
low-gain maximum CAR: 15009.88
thermal optimum mu: 1.581182e-05 pairs/pulse
thermal maximum CAR: 15010.03
Poisson optimum mu: 1.58114e-05 pairs/pulse
Poisson maximum CAR: 15009.83
source constant E1: 5.000e+07 eV
optimum pulse energy: 1.9882e+05 eV
optimum pulse energy converted: 3.1854e-02 pJ
pump wavelength: 15500 angstrom
pump photon energy: 0.79990 eV
pump photons per optimum pulse: 2.486e+05
CAR at half the optimum energy: 9785.0
CAR at twice the optimum energy: 9785.1
true coincidences per pulse at optimum: 1.2650e-07
pulses per true coincidence at optimum: 7.905e+06
required CAR: 100
largest mu for it, thermal: 1.00480e-02 pairs/pulse
largest mu for it, low-gain: 9.96497e-03 pairs/pulse
pulse energy for it: 5.0036e+06 eV
true coincidences per pulse there: 8.0905e-05
gain in true coincidences over optimum: 639.6
mu | CAR thermal | CAR Poisson | CAR low-gain
1e-07 | 394.461 | 394.461 | 394.462
1e-06 | 3496.496 | 3496.493 | 3496.503
1e-05 | 14285.790 | 14285.667 | 14285.714
1e-04 | 7273.308 | 7272.652 | 7272.727
1e-03 | 966.747 | 965.866 | 965.950
1e-02 | 100.474 | 99.565 | 99.651
1e-01 | 10.810 | 9.911 | 9.997
noisy case dark counts: 1.0e-03, 2.0e-03
noisy a = 0.0100, b = 0.0250
noisy low-gain optimum mu: 0.015811 pairs/pulse
noisy corrected optimum mu: 0.016247 pairs/pulse
noisy thermal optimum mu: 0.016258 pairs/pulse
noisy low-gain max CAR: 15.010
noisy thermal max CAR: 15.163
error ratio for tenfold lower darks: 99.9
simulation: efficiencies 0.40, 0.30; darks 0.02, 0.03
simulation: mu 0.2 pairs/pulse, 3000000 pulses
simulated CAR: 2.730 +- 0.027
formula CAR for simulation: 2.726
```
